\section*{Spin-orbit torque fields from the second-harmonic anomalous Hall voltage}

\section*{The problem}

A thin metallic magnet has its easy axis $z$ perpendicular to the film. A current
\begin{equation}
I(t)=I_0\sin\omega t
\end{equation}
flows along $x$, and the Hall voltage $V$ is read along $y$. The magnetization is uniform, with direction given by the unit vector $\mathbf m$. At first the anomalous Hall effect is taken as the whole signal,
\begin{equation}
V(t)=I(t)\,R_A\,m_z(t),
\label{eq:hall}
\end{equation}
where $R_A$ is the Hall resistance at $m_z=1$. Planar Hall and thermal voltages are set aside until part (g), which finds how small they must be.

The magnetization feels an anisotropy field $B_K m_z\hat{\mathbf z}$ with $B_K>0$, a static external field $B\hat{\mathbf e}$ in the film plane with $|B|<B_K$, and a torque field proportional to the current,
\begin{equation}
\frac{I(t)}{I_0}\,\mathbf b,\qquad
\mathbf b=B_D\,\hat{\mathbf y}\times\mathbf m+B_F\,\hat{\mathbf y}.
\label{eq:b}
\end{equation}
$B_D$ is the damping-like and $B_F$ the field-like torque field, both at peak current. An Oersted field along $y$ has the same form as the second term and is counted in $B_F$. A field $\mathbf F$ acts through the torque $-\gamma\,\mathbf m\times\mathbf F$, with $\gamma>0$. The constants $R_A$ and $B_K$ are taken as unaffected by heating.

The task is to find $B_D$ and $B_F$ from measured harmonics of $V$. The sweep direction $\hat{\mathbf e}$ is either $\hat{\mathbf x}$ or $\hat{\mathbf y}$, and $s=\pm1$ denotes the up or down magnetization state.

\section*{(a) Which harmonics appear?}

\textit{Let the magnetization follow the current without delay. Expand $V(t)$ and find the coefficient $V_1$ of $\sin\omega t$ and the coefficient $V_2$ of $\cos2\omega t$, to leading order in the torque field.}

\textbf{Solution.} Without delay, $m_z$ depends on time through the instantaneous current alone. It can be expanded in powers of $\sin\omega t$:
\begin{equation}
m_z(t)=m_{z0}+c_1\sin\omega t+c_2\sin^2\omega t+c_3\sin^3\omega t+\dots
\end{equation}
Here $m_{z0}$ is the value without current, and $c_n$ is of order $n$ in the torque field. Multiplication by the current gives
\begin{equation}
V=I_0R_A\left(m_{z0}\sin\omega t+c_1\sin^2\omega t+c_2\sin^3\omega t+\dots\right).
\end{equation}
With $\sin^2\omega t=\tfrac12(1-\cos2\omega t)$, the second term becomes a constant voltage $\tfrac12I_0R_Ac_1$ and a second harmonic. Therefore
\begin{equation}
V_1=I_0R_A\,m_{z0},\qquad V_2=-\tfrac12\,I_0R_A\,c_1 .
\label{eq:harm}
\end{equation}
The physical content is a product of two oscillations: the current probes a magnetization that the same current is rocking. Since $c_1\propto I_0$, $V_2\propto I_0^2$ at leading order.

The omitted terms follow from
\begin{equation}
\sin^3\omega t=\tfrac14(3\sin\omega t-\sin3\omega t),\qquad
\sin^4\omega t=\tfrac38-\tfrac12\cos2\omega t+\tfrac18\cos4\omega t .
\end{equation}
They add $\tfrac34I_0R_Ac_2$ to $V_1$ and $-\tfrac12I_0R_Ac_3$ to $V_2$. Relative to the leading terms these are of second order in the torque field.

The sign of $V_2$ depends on the phase reference. For $I=I_0\cos\omega t$ one has $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$, and the coefficient of $\cos2\omega t$ becomes $+\tfrac12I_0R_Ac_1$. Peak or rms voltages may be used, provided both harmonics are treated alike, because the final formula contains their ratio. The field it returns is in either case the one at peak current $I_0$; dividing it by an rms current would overstate the torque per current by $\sqrt2$.

For small Gilbert damping $\alpha$, neglect of the delay requires $\omega$ to be small compared with the precession frequency, which is of order $\gamma B_K$ when $|B|$ is well below $B_K$. The relaxation rate, of order $\alpha\gamma B_K$, sets how long transients last after the current is switched on; the steady response does not require $\omega$ to lie below it. The damping cannot be arbitrarily small, however. When $\mathbf m$ has a component $m_y$, as in the $y$ sweep, the damping-like torque opposes the damping during half of each cycle. The equilibrium stays stable only while $|B_Dm_y|$ is below about $\alpha B_K(1-m_y^2/2)$.

\section*{(b) What does the first harmonic measure?}

\textit{Find the equilibrium without current, and from it the first and second derivatives of $V_1$ with respect to $B$.}

\textbf{Solution.} By symmetry $\mathbf m$ lies in the plane of $\hat{\mathbf e}$ and $\hat{\mathbf z}$. Write $\mathbf m_0=n\hat{\mathbf e}+m_{z0}\hat{\mathbf z}$. The total field is $\mathbf F_0=B\hat{\mathbf e}+B_Km_{z0}\hat{\mathbf z}$, and zero torque means that the two vectors are parallel:
\begin{equation}
n\,B_Km_{z0}-m_{z0}B=0 .
\end{equation}
For $m_{z0}\neq0$ this gives $n=B/B_K\equiv h$. Normalization then gives
\begin{equation}
m_{z0}=s\sqrt{1-h^2},\qquad V_1=s\,I_0R_A\sqrt{1-h^2}.
\label{eq:eq}
\end{equation}
Because $dh/dB=1/B_K$, the first derivative is
\begin{equation}
\frac{\partial V_1}{\partial B}=-\frac{s\,I_0R_A}{B_K}\,\frac{h}{\sqrt{1-h^2}} .
\label{eq:d1}
\end{equation}
For the second, use
\begin{equation}
\frac{d}{dh}\frac{h}{\sqrt{1-h^2}}=\frac{1}{\sqrt{1-h^2}}+\frac{h^2}{(1-h^2)^{3/2}}=\frac{1}{(1-h^2)^{3/2}},
\end{equation}
so that
\begin{equation}
\frac{\partial^2V_1}{\partial B^2}=-\frac{s\,I_0R_A}{B_K^2(1-h^2)^{3/2}}
\;\xrightarrow{B\to0}\;-\frac{s\,I_0R_A}{B_K^2}.
\label{eq:d2}
\end{equation}
The curvature of the first harmonic thus calibrates how readily a transverse field tilts the magnetization.

\section*{(c) How does a small torque field change $m_z$?}

\textit{Derive $c_1$ for an arbitrary small field $\mathbf b$ added to the equilibrium of part (b).}

\textbf{Solution.} The equilibrium field has a convenient form. Since $B=B_Kh$,
\begin{equation}
\mathbf F_0=B_K\left(h\,\hat{\mathbf e}+m_{z0}\hat{\mathbf z}\right)=B_K\mathbf m_0 .
\end{equation}
Let $\mathbf m=\mathbf m_0+\delta\mathbf m$ at peak current. Normalization makes $\delta\mathbf m$ perpendicular to $\mathbf m_0$ to first order. The field changes by
\begin{equation}
\delta\mathbf F=B_K\,\delta m_z\,\hat{\mathbf z}+\mathbf b ,
\end{equation}
with $\mathbf b$ evaluated at $\mathbf m_0$, since its own change is of second order. The first-order part of $\mathbf m\times\mathbf F=0$ is
\begin{equation}
\mathbf m_0\times\delta\mathbf F+\delta\mathbf m\times B_K\mathbf m_0
=\mathbf m_0\times\left(\delta\mathbf F-B_K\delta\mathbf m\right)=0 .
\end{equation}
Hence $B_K\delta\mathbf m$ equals the part of $\delta\mathbf F$ perpendicular to $\mathbf m_0$. Two unit vectors span these directions: the tangent in the tilt plane,
\begin{equation}
\hat{\mathbf t}=m_{z0}\hat{\mathbf e}-h\hat{\mathbf z},
\end{equation}
and the normal $\hat{\mathbf p}$ to the tilt plane, which lies in the film plane and has no $z$ component. The two projections are
\begin{align}
B_K\,\delta m_p&=b_p, \label{eq:p}\\
B_K\,\delta m_t&=-h\,B_K\,\delta m_z+b_t .
\end{align}
Since $\hat{\mathbf p}$ has no $z$ component, $\delta m_z=-h\,\delta m_t$. Substitution gives $B_K(1-h^2)\,\delta m_t=b_t$, and therefore
\begin{equation}
c_1=\delta m_z=-\frac{h\,b_t}{B_K(1-h^2)} .
\label{eq:c1}
\end{equation}
A torque field normal to the tilt plane turns $\mathbf m$ sideways and leaves $m_z$ unchanged at first order. At $B=0$ there is no second harmonic in this order either: for $\mathbf m$ along $z$ a small rotation changes $m_z$ quadratically. The static in-plane field is needed to make the Hall signal linear in the rotation.

The stiffness $B_K(1-h^2)$ vanishes as $|B|\to B_K$. The linear response then diverges and the expansion fails.

\section*{(d) Do the two sweeps separate the two torques?}

\textit{Find $V_2$ for sweeps along $x$ and along $y$, and relate each to $\partial V_1/\partial B$.}

\textbf{Solution.} In components, $\hat{\mathbf y}\times\mathbf m=(m_z,\,0,\,-m_x)$.

For the $x$ sweep, $\mathbf m_0=(h,0,m_{z0})$, so $\hat{\mathbf y}\times\mathbf m_0=(m_{z0},0,-h)=\hat{\mathbf t}$. The damping-like field is wholly tangential, $b_t=B_D$, while $B_F\hat{\mathbf y}$ is normal to the tilt plane. Equations (\ref{eq:harm}) and (\ref{eq:c1}) give
\begin{equation}
V_2^{(x)}=\frac{I_0R_A}{2}\,\frac{h\,B_D}{B_K(1-h^2)} .
\label{eq:v2x}
\end{equation}

For the $y$ sweep, $\mathbf m_0=(0,h,m_{z0})$. Now $\hat{\mathbf y}\times\mathbf m_0=(m_{z0},0,0)$ is normal to the tilt plane, and the field-like term has the tangential component $b_t=B_F\,\hat{\mathbf y}\cdot\hat{\mathbf t}=B_Fm_{z0}$. With $m_{z0}=s\sqrt{1-h^2}$,
\begin{equation}
V_2^{(y)}=\frac{s\,I_0R_A}{2}\,\frac{h\,B_F}{B_K\sqrt{1-h^2}} .
\label{eq:v2y}
\end{equation}

Comparison with equation (\ref{eq:d1}) yields
\begin{equation}
V_2^{(x)}=-\frac{s\,B_D}{2|m_{z0}|}\,\frac{\partial V_1}{\partial B},\qquad
V_2^{(y)}=-\frac{B_F}{2}\,\frac{\partial V_1}{\partial B}.
\label{eq:local}
\end{equation}
The second relation has a direct reading: $B_F\hat{\mathbf y}$ is fixed in space, so it acts as an oscillating addition to $B$. The damping-like field instead turns with $\mathbf m$ and keeps its full tangential strength. A field fixed along $x$ would have its tangential part reduced by $|m_{z0}|$, which is the origin of the extra factor.

\section*{(e) The working formula}

\textit{Combine the results at low field into one formula for the torque field along the swept axis.}

\textbf{Solution.} Let $\Delta B$ be the component of $\mathbf b$ along the swept axis as $B\to0$. From equation (\ref{eq:b}) with $\mathbf m=s\hat{\mathbf z}$,
\begin{equation}
\Delta B_x=s\,B_D,\qquad \Delta B_y=B_F .
\label{eq:delta}
\end{equation}
For $h\to0$ the slopes of equations (\ref{eq:v2x}) and (\ref{eq:v2y}) are $I_0R_AB_D/(2B_K^2)$ and $sI_0R_AB_F/(2B_K^2)$. Since $s^2=1$, both have the form
\begin{equation}
\frac{\partial V_2}{\partial B}=\frac{s\,I_0R_A}{2B_K^2}\,\Delta B .
\end{equation}
Division by the curvature (\ref{eq:d2}) removes $I_0$, $R_A$, $B_K$ and $s$ together and leaves $-\Delta B/2$. Hence
\begin{equation}
\boxed{\;\Delta B=-2\,\frac{\partial V_2/\partial B}{\partial^2V_1/\partial B^2}\;}\qquad(B\to0).
\label{eq:main}
\end{equation}
For a cosine current the prefactor is $+2$. Reversing the magnetization reverses $\Delta B_x$ and leaves $\Delta B_y$ unchanged.

\section*{(f) A worked case and the limits of low field}

\textit{Take $I_0=1$ mA, $R_A=1\ \Omega$, $B_K=500$ mT, $B_D=2$ mT and $B_F=-1$ mT. Evaluate the signals, recover the torque fields, and judge the effect of a finite field.}

\textbf{Solution.} These are round model parameters. At $B=50$ mT, $h=0.1$, and for the up state
\begin{align}
V_2^{(x)}&=\tfrac12(1\ \mathrm{mV})\,\frac{0.1\times(2/500)}{0.99}=0.202\ \mu\mathrm V,\\
V_2^{(y)}&=\tfrac12(1\ \mathrm{mV})\,\frac{0.1\times(-1/500)}{0.995}=-0.1005\ \mu\mathrm V .
\end{align}
The first harmonic is $0.995$ mV, some five thousand times larger than $V_2^{(x)}$.

A numerical calculation solves the full three-dimensional torque balance at each phase of the current and extracts the harmonics from the resulting voltage. It gives the same values. Fits over $\pm5$ mT in the up state then give
\begin{align}
\Delta B_x&=-2\,\frac{4.000\ \mu\mathrm{V/T}}{-4.000\ \mathrm{mV/T^2}}=2.000\ \mathrm{mT},\\
\Delta B_y&=-2\,\frac{-2.000\ \mu\mathrm{V/T}}{-4.000\ \mathrm{mV/T^2}}=-1.000\ \mathrm{mT}.
\end{align}
In the down state the results are $-2.000$ mT and $-1.000$ mT, with the signs of equation (\ref{eq:delta}).

A window of $\pm50$ mT gives $2.0085$ mT and $-1.0010$ mT. The excess comes from the next powers of $h$:
\begin{equation}
V_2^{(x)}\propto h+h^3,\qquad V_2^{(y)}\propto h+\tfrac12h^3,\qquad
|V_1|\propto1-\tfrac12\left(h^2+\tfrac14h^4\right).
\end{equation}
Let $h=h_mu$ with 21 equally spaced points $u=k/10$, $k=-10,\dots,10$. A least-squares line through $u^3$ has slope $\sum u^4/\sum u^2=0.658$. A parabola fitted to $u^4$ has a $u^2$ coefficient equal to the covariance of $u^4$ and $u^2$ divided by the variance of $u^2$, which is $0.936$. The relative excess of $\Delta B$ is therefore
\begin{equation}
\left(0.658-\tfrac{0.936}{4}\right)h_m^2=0.42\,h_m^2\ \ (x),\qquad
\left(\tfrac{0.658}{2}-\tfrac{0.936}{4}\right)h_m^2=0.10\,h_m^2\ \ (y).
\end{equation}
For $h_m=0.1$ these are $0.4\%$ and $0.1\%$ of the input fields, in agreement with the fits.

At larger fields one can use the local ratio $-2V_2/(\partial V_1/\partial B)$, but equation (\ref{eq:local}) shows that it returns $sB_D/|m_{z0}|$ in the $x$ sweep. At $300$ mT, $|m_{z0}|=\sqrt{1-0.6^2}=0.8$, and the damping-like field is overestimated by $1/0.8=1.25$. The field-like result needs no such correction. With both torque fields reduced a hundredfold, to stay in the linear regime, the numerical ratios to the input fields are $1.2500$ and $1.0000$.

Two other assumptions can be judged here. With both torque fields ten times stronger, the $\pm5$ mT window gives $B_D$ too small by $0.19\%$ of its input value. This is comparable with $(20/500)^2=0.16\%$, the size expected of the omitted second-order corrections. For the delay, a time integration of the Landau--Lifshitz--Gilbert equation at $20$ MHz with $\alpha=0.1$ gives $V_2^{(x)}=0.202\ \mu$V at $50$ mT, as in the static calculation. The out-of-phase part, proportional to $\sin2\omega t$, is about $9\times10^{-4}$ of $V_2$.

\section*{(g) When are the other voltages negligible?}

\textit{Add a planar Hall voltage $2IR_Pm_xm_y$ and a thermal voltage $rI^2m_x/I_0$. Find the shift each causes in the result of equation (\ref{eq:main}), to leading order at low field.}

\textbf{Solution.} Any extra slope of $V_2$ shifts the result by
\begin{equation}
\delta(\Delta B)=-2\,\frac{\delta(\partial V_2/\partial B)}{-sI_0R_A/B_K^2}
=\frac{2sB_K^2}{I_0R_A}\,\delta\!\left(\frac{\partial V_2}{\partial B}\right).
\label{eq:shift}
\end{equation}
The curvature of $V_1$ is unaffected at this order, because $m_xm_y=0$ in both static sweeps and the thermal term starts at $I^2$.

\textit{Planar Hall voltage.} The sideways rotation of equation (\ref{eq:p}), which the anomalous Hall effect does not see, now matters. In the $x$ sweep $m_x=h$ and $\delta m_y=B_F/B_K$. In the $y$ sweep $m_y=h$ and $\delta m_x=sB_D/B_K$. The oscillating part of $m_xm_y$ is multiplied by the current as in part (a), so
\begin{equation}
\delta V_2^{(x)}=-I_0R_P\frac{B\,B_F}{B_K^2},\qquad
\delta V_2^{(y)}=-I_0R_P\frac{B\,sB_D}{B_K^2}.
\end{equation}
With $\xi=R_P/R_A$, equation (\ref{eq:shift}) gives
\begin{equation}
\delta(\Delta B_x)=-2s\xi B_F,\qquad \delta(\Delta B_y)=-2\xi B_D .
\end{equation}
Each torque field leaks into the measurement of the other, so a small $\xi$ is not sufficient when one torque field is much larger than the other. For $\xi=0.05$ in the up state the shifts are $+0.1$ mT and $-0.2$ mT, or $5\%$ of $B_D$ and $20\%$ of $|B_F|$.

If $\xi$ is known, $4\xi^2\neq1$, and the film has no in-plane anisotropy, so that the stiffness is $B_K$ along both $x$ and $y$, the mixing can be undone. Let $X$ and $Y$ be the apparent fields from the two sweeps. Then $sX=B_D-2\xi B_F$ and $Y=B_F-2\xi B_D$, whose solution is
\begin{equation}
B_D=\frac{sX+2\xi Y}{1-4\xi^2},\qquad B_F=\frac{Y+2\xi sX}{1-4\xi^2}.
\end{equation}
Here $X=2.1$ mT and $Y=-1.2$ mT return $1.98/0.99=2.0$ mT and $-0.99/0.99=-1.0$ mT.

\textit{Thermal voltage.} Joule heating can produce a temperature gradient along $z$ proportional to $I^2$. The anomalous Nernst effect turns it into an electric field along $\hat{\mathbf z}\times\mathbf m$, whose $y$ component is $m_x$. The voltage is $rI_0m_x\sin^2\omega t$. In the $x$ sweep it contributes $-\tfrac12rI_0B/B_K$ to $V_2$, and equation (\ref{eq:shift}) gives
\begin{equation}
\delta(\Delta B_x)=-s\,\frac{r}{R_A}\,B_K .
\end{equation}
In the $y$ sweep the static $m_x$ is zero and there is no shift at this order. For $r=0.1$ m$\Omega$ the $x$ shift in the up state is $-10^{-4}\times500$ mT $=-0.05$ mT, or $2.5\%$ of $B_D$, although $r$ is ten thousand times smaller than $R_A$. The large factor $B_K$ makes the condition strict.

This error is hard to recognize from symmetry. It reverses with $s$, as $\Delta B_x$ does. Since the voltage is proportional to $I^2$ at fixed $m_x$, $r\propto I_0$, and the shift also grows linearly with current, like the torque field itself. Neither reversing the magnetization nor varying the current separates the two. An ordinary Nernst voltage proportional to $I^2B$ has the same low-field form as this term and must be counted in $r$. A sweep turned by an angle $\varphi$ in the plane also mixes the two fields, since the formula returns the component of $\mathbf b$ along the actual sweep. In the worked case $\varphi=2^\circ$ changes the $y$ result by $B_D\sin\varphi=0.07$ mT. For a single-domain film, well-aligned sweeps, and the narrow window and weak torque fields of part (f), the two voltages treated here can be neglected in equation (\ref{eq:main}) when
\begin{equation}
2|\xi B_F|+\frac{|r|}{R_A}B_K\ll|B_D|\quad(x\text{ sweep}),\qquad
2|\xi B_D|\ll|B_F|\quad(y\text{ sweep}).
\end{equation}

\section*{Values computed for the example and the checks}
\begin{verbatim}
peak current I0 = 1.0 mA
anomalous Hall resistance R_A = 1.0 ohm
anisotropy field B_K = 500 mT
input B_D = 2.0 mT, input B_F = -1.0 mT
s=+1, B=50 mT: V1(x sweep) = 0.99498 mV, V2(x) = 0.2020 uV, V2(y) = -0.1005 uV
s=-1, B=50 mT: V1(x sweep) = -0.99498 mV, V2(x) = 0.2020 uV, V2(y) = 0.1005 uV
window 50 mT, s=+1, x sweep: dV2/dB = 4.0267 uV/T, d2V1/dB2 = -4.0096 mV/T^2, field = 2.0085 mT
window 50 mT, s=+1, y sweep: dV2/dB = -2.0067 uV/T, d2V1/dB2 = -4.0095 mV/T^2, field = -1.0010 mT
window 50 mT, s=-1, x sweep: dV2/dB = 4.0267 uV/T, d2V1/dB2 = 4.0096 mV/T^2, field = -2.0085 mT
window 50 mT, s=-1, y sweep: dV2/dB = 2.0067 uV/T, d2V1/dB2 = 4.0095 mV/T^2, field = -1.0010 mT
window 5 mT, s=+1, x sweep: dV2/dB = 4.0004 uV/T, d2V1/dB2 = -4.0003 mV/T^2, field = 2.0000 mT
window 5 mT, s=+1, y sweep: dV2/dB = -2.0001 uV/T, d2V1/dB2 = -4.0002 mV/T^2, field = -1.0000 mT
window 5 mT, s=-1, x sweep: dV2/dB = 4.0004 uV/T, d2V1/dB2 = 4.0003 mV/T^2, field = -2.0000 mT
window 5 mT, s=-1, y sweep: dV2/dB = 2.0001 uV/T, d2V1/dB2 = 4.0002 mV/T^2, field = -1.0000 mT
leakage below 1e-6 of V2(x): True
B = 300 mT, x sweep: local ratio / true field = 1.2500
B = 300 mT, y sweep: local ratio / true field = 1.0000
|m_z| at 300 mT = 0.8000
V2(cosine current)/V2(sine current) = -1.0000
V2(I0)/V2(I0/2) = 4.0001
torque fields x10: relative error of B_D = -0.192 %
planar Hall ratio xi = 0.05, thermal r = 0.1 mohm
s=+1, x sweep: planar shift = +0.1000 mT, thermal shift = -0.0500 mT
s=+1, y sweep: planar shift = -0.2000 mT, thermal shift = -0.0000 mT
s=-1, x sweep: planar shift = -0.1000 mT, thermal shift = +0.0500 mT
s=-1, y sweep: planar shift = -0.2000 mT, thermal shift = -0.0000 mT
LLG run: frequency = 20 MHz, damping = 0.1
LLG V2 at B = 50 mT (x) = 0.2020 uV
LLG sin(2wt) part / V2 = 8.6e-04
\end{verbatim}
